The Boris push in a magnetron field and its exact speed conservation

An electron of 20 eV moves above the target of a magnetron at 2652 km/s. A computer advances it by 40 ps through the magnetic field, using two cross products. After the first, the intermediate velocity has a length of 2665 km/s, which is too large. After the second, the speed is again 2652 km/s, although the direction has changed. Over 5000 such steps the speed departs from its initial value by at most 2.4 × 10⁻¹⁵ of that value, which is the size of rounding errors. Yet the step is not small: the electron turns by about a fifth of a radian each time. Why does the second cross product remove the excess left by the first?

## A quarter turn by hand

The electron has charge q = −e and mass m. Without an electric field its non-relativistic equation of motion is

m dv/dt = q v × B.

The force is perpendicular to v, so v·dv/dt = 0 and the speed is constant. A numerical step should keep this property.

Take a uniform field B along x, the speed as unit of velocity, and v⁻ = (0, 1, 0) before the step. With the gyrofrequency ω = eB/m, choose a large time step, ω dt = 2. The convenient measure of the field is the vector

t = (q dt/2m) B,

which here is (−1, 0, 0). The minus sign comes from the electron charge.

The simplest step uses the old velocity in the force: v⁺ = v⁻ + 2 v⁻ × t. Since v⁻ × t = (0, 0, 1), it gives (0, 1, 2), of length √5. The force was perpendicular to the old velocity, but the velocity changed during the step. Treat old and new velocity alike and put their average in the force:

v⁺ − v⁻ = (v⁺ + v⁻) × t.

The factor 2 has cancelled against the ½ of the average. Write v⁺ = (0, a, b). The right side is (0, a + 1, b) × (−1, 0, 0) = (0, −b, a + 1), so

a − 1 = −b, b = a + 1.

Hence a = 0, b = 1 and v⁺ = (0, 0, 1). The velocity has made a quarter turn and kept its length.

The same answer follows without solving equations. First form v' = v⁻ + v⁻ × t = (0, 1, 1), which has length √2. Then v' × t = (0, −1, 1), and v⁻ + v' × t = (0, 0, 1). The vector v' is a half-way direction, too long because a perpendicular piece was added to v⁻. It is not the new velocity: it serves only to form the second correction, v' × t, which is added to v⁻. For other values of t that correction needs a factor, which is found next.

## The rotation for any field and time step

Let t be any real vector, t² = t·t, and w = v⁺ + v⁻. Since v⁺ − v⁻ = w − 2v⁻, the averaged equation becomes

w − w × t = 2v⁻.

It has one solution: if two vectors w solved it, their difference d would obey d = d × t, and the dot product with d gives d·d = 0. A linear system of three equations with at most one solution has exactly one.

To find it, take the dot product with t, which gives w·t = 2v⁻·t. Then take the cross product with t from the right:

w × t − (w × t) × t = 2v⁻ × t.

For any vector a, (a × t) × t = t(a·t) − t² a. Use this with a = w, and replace w × t by w − 2v⁻:

w − 2v⁻ − 2t(v⁻·t) + t² w = 2v⁻ × t,

(1 + t²) w = 2v⁻ + 2v⁻ × t + 2t(v⁻·t).

The same identity with a = v⁻ gives t(v⁻·t) = (v⁻ × t) × t + t² v⁻. Therefore

(1 + t²) w = 2(1 + t²) v⁻ + 2[v⁻ × t + (v⁻ × t) × t].

Divide by 1 + t² and subtract v⁻. The bracket equals (v⁻ + v⁻ × t) × t, so the result is the Boris rotation:

v' = v⁻ + v⁻ × t,

v⁺ = v⁻ + c v' × t, c = 2/(1 + t²).

In the quarter turn t² = 1 and c = 1, which is why no factor was visible there.

## Two proofs that the speed is kept

The first proof uses the averaged equation. Take its dot product with v⁺ + v⁻. The left side is |v⁺|² − |v⁻|². The right side is the dot product of v⁺ + v⁻ with a vector perpendicular to it, hence zero:

|v⁺|² − |v⁻|² = 0.

No expansion in dt was made. The proof holds for every finite dt and every real t, so B may vary from step to step in any way.

The second proof starts from the two cross products with c left free, and shows what c does. Let a = v⁻ × t. Then v⁺ = v⁻ + c(a + a × t), and three products are needed:

v⁻·a = 0, because a is perpendicular to v⁻;

v⁻·(a × t) = a·(t × v⁻) = −a², by cyclic exchange;

|a + a × t|² = a² + a² t², because a, t and a × t are mutually perpendicular.

Squaring v⁺ gives

|v⁺|² − |v⁻|² = −2c a² + c²(1 + t²) a² = c a² [c(1 + t²) − 2].

If v⁻ is not parallel to B and t is not zero, the speed is kept for c = 0, which is no rotation at all, and for c = 2/(1 + t²). A smaller positive c loses speed and a larger one gains it. This identity was tested by symbolic algebra.

"Exact" refers to exact arithmetic. In a further test, 60 successive rotations were done with fractions, with t taken from field values along the magnetron orbit. The squared speed was strictly equal to its initial value after each one. Floating-point numbers add only their rounding.

## What the rotation gets wrong

Split v⁻ into a part along B, which stays unchanged, and a part v⊥ across it. For the latter (v⊥ × t) × t = −t² v⊥, so

v⊥⁺ = (1 − c t²) v⊥ + c v⊥ × t.

The turning angle θ therefore obeys cos θ = (1 − t²)/(1 + t²) and sin θ = 2|t|/(1 + t²). These are the half-angle formulas for tan(θ/2) = |t|, and since |t| = ω dt/2,

θ = 2 arctan(ω dt/2) = ω dt − (ω dt)³/12 + …

The true angle is ω dt. For ω dt = 0.2 the step turns by 0.199337 rad; for ω dt = 2 it turns by 1.570796 rad, the quarter turn found by hand. For ω dt → ∞ the angle tends to π: the perpendicular velocity is merely reversed at each step, still at the correct speed.

The position is advanced by half a step with the old velocity and half a step with the new one. The field is evaluated between the two drifts, at x + v dt/2. Thus

x_new − x_old = (v_new + v_old) dt/2.

In a uniform field with v across B, this displacement has length v dt cos(θ/2), and its direction turns by θ per step. The positions lie on a circle of radius R, whose chords have length 2R sin(θ/2). Equating the two lengths gives

R = v dt/[2 tan(θ/2)] = v/ω.

The radius is the true one, for any step. By symmetry the velocity is tangent to this circle, so the sampling points, displaced by v dt/2 along the tangent, lie at the larger radius (v/ω)√(1 + t²). For ω dt = 2 that is 1.414 times v/ω; for ω dt = 0.2 it is 1.005 times.

For ω dt < π one could replace |t| by tan(ω dt/2) to obtain the true angle. Both proofs still hold, but the radius becomes v dt/[2 tan(ω dt/2)] and is no longer v/ω. With this drift, correcting the angle spoils the radius.

## Adding the electric field

A magnetron also has electric fields, strongest in the sheath at the target. The averaged equation becomes

(v_new − v_old)/dt = (q/m)[E + (v_new + v_old) × B/2].

Let k = qE dt/2m, and define v⁻ = v_old + k and v⁺ = v_new − k. Then v_new − v_old = v⁺ − v⁻ + 2k and v_new + v_old = v⁺ + v⁻. The term 2k cancels the electric term, and the pure rotation remains. The complete step is:

1. Drift by v dt/2 and evaluate E and B there.
2. Add k to the velocity.
3. Rotate with v' and c.
4. Add k again.
5. Drift by v dt/2 with the new velocity.

The speed now changes, as it should. The dot product of the averaged equation with m(v_new + v_old) dt/2 gives

½m v_new² − ½m v_old² = qE·(x_new − x_old),

with E at the sampling point. In a uniform static E the right side is minus the change of the potential energy −qE·x, so the total energy is also exact. For E_z = −3000 V/m and B = 30 mT along x, an electron released from rest reached 0.114 eV, and its energy balance was kept to 2.6 × 10⁻¹⁵ of that value.

If E is perpendicular to B, the velocity E × B/B² makes E + v × B vanish and is left unchanged by the step. Here it is −3000/0.030 m/s = −100 km/s along y.

In a non-uniform E the work computed from one sampled field need not equal the potential difference. With E_z = gz, g = 10⁷ V/m², the same B and a starting energy of 5 eV, the total energy erred by up to 4.2 × 10⁻⁵ of that energy in 500 steps of 40 ps.

## One step above the target

A long straight section of the magnetron is modelled by three line poles parallel to y, 5 mm below the target surface z = 0. They lie at x = 0 and ±20 mm, with strengths 2λ, −λ, −λ and λ = 0.2582 mT m. Each pole of strength λᵢ contributes λᵢρᵢ/ρᵢ², where ρᵢ is the vector from the pole in the x–z plane.

The electron starts at x = 12.91 mm, z = 5 mm, so it is 10 mm above the plane of the poles. With lengths in mm,

B_x/λ = 2(12.91)/266.7 + 7.09/150.3 − 32.91/1183 = 0.1162 mm⁻¹,

B_z/λ = 20/266.7 − 10/150.3 − 10/1183 ≈ 0.

With λ = 258.2 mT mm this is 30 mT parallel to the target. The velocity makes a pitch angle of 70° with B: v = (907.18, 2492.45, 0) km/s. The gyroradius is 0.47 mm, the gyroperiod 1.19 ns, and ω dt = 0.211. The electric field is left out, although a discharge has one outside the sheath too: 1000 V/m across 30 mT would by itself give a drift of 33 km/s. Collisions are also left out, although in a working discharge several may occur within 200 ns. The orbit is therefore a test of the method, not a prediction for a real discharge. The kinetic energy is 4 × 10⁻⁵ of the rest energy, so relativity is left out. It would lower the gyrofrequency by about that fraction, which is small beside the phase error of the 40 ps step found below.

The half drift leads to a point where B = (29.984, 0, −0.061) mT. The factor q dt/2m is −3.5176 T⁻¹, hence

t = (−0.10547, 0, 0.000215), c = 2/1.01112 = 1.9780.

In km/s, the first cross product is v × t = (0.54, −0.20, 262.89), so

v' = (907.71, 2492.26, 262.89).

The second is v' × t = (0.54, −27.92, 262.87). Multiplied by c and added to v, it gives

v_new = (908.24, 2437.22, 519.95).

The y component has fallen by 55 km/s, which compensates the growth of the z component. This is how the excess length of v' disappears.

## The orbit over 200 ns

After 5000 steps the electron has stayed between 2.6 and 6.0 mm above the target and has moved to y = −17.9 mm, at a mean velocity of −89 km/s. A uniform field in the x–z plane would give no such drift without E; this one comes from the variation of B in space.

For comparison, the classical fourth-order Runge–Kutta method with the same dt changed the speed by −2.7 × 10⁻³ of its initial value. A uniform-field estimate explains the size. With z = ω dt, that method multiplies the rotating velocity, written as a complex number, by 1 + iz − z²/2 − iz³/6 + z⁴/24. The squared modulus is

(1 − z²/2 + z⁴/24)² + (z − z³/6)² = 1 − z⁶/72 + z⁸/576.

The perpendicular speed thus loses about z⁶/144 = 6.1 × 10⁻⁷ of itself per step. Over 5000 steps, with the weight sin² 70° = 0.883 for the total speed, the estimated loss is about 3 × 10⁻³. Only its size is meaningful: the field on the orbit reaches 33.8 mT, where z⁶ is twice as large as at the start, and the pitch angle varies too.

Conserved speed is no measure of the accuracy of the Boris orbit. Another conserved quantity, which the step does not keep exactly in a non-uniform field, gives a further test. Let φᵢ be the polar angle about pole i, and A = −Σ λᵢφᵢ. Then B_x = −∂A/∂z and B_z = ∂A/∂x, and

dv_y/dt = (q/m)(v_z B_x − v_x B_z) = −(q/m) dA/dt.

So p_y = m v_y + qA is constant in the true motion. Since |v_y| ≤ v, the electron is tied to a band of field lines:

e|A − A₀| = m|v_y − v_y0| ≤ m(v + |v_y0|).

In units of mv the bound is 1 + sin 70° = 1.9397. The computed orbit reached 1.9398, slightly above it. This is possible because the Boris step keeps p_y only approximately in a non-uniform field; its largest error here was 3.5 × 10⁻⁴ mv. In a uniform field the step keeps p_y exactly even when the gyrophase is wrong, so p_y does not measure the phase error either.

The position is less accurate. After 20 ns it differed by 174 µm from a high-order reference orbit. The angle formula gives the scale: the phase lag is about (0.211)²/12 = 0.0037 of the 106 rad that would be turned in the starting field, or 0.39 rad, and with the gyroradius this makes 0.18 mm. Reducing dt from 5 to 2.5 ps lowered the position error from 2.74 to 0.69 µm, a factor of 4.00, as expected for an error proportional to dt². After 200 ns the reference orbit was at y = −17.6 mm. This difference of 0.27 mm is in y alone. It is smaller than a gyroradius, and the phase lag has by then grown to several radians, so the y coordinate by itself cannot separate an error of the drift from one of the gyrophase. That requires comparing the centres of gyration, which follow from position and velocity together.

A step of 1 ns, more than four fifths of the initial gyroperiod, shows that a correct speed does not prove a correct position. The speed was still correct to 1.4 × 10⁻¹⁵, but after 20 ns the position was wrong by 0.97 mm, about two gyroradii, which is about the largest displacement that a wrong gyrophase alone can produce. If the position matters, the time step must therefore be small enough to keep the gyrophase accurate, and it should be checked by halving it repeatedly, until each halving changes the final position by about a quarter as much as the one before. With coarser steps the change can be well below the error. The numerical output below lists the errors for each step size.

Numbers as computed

```
pole depth, spacing: 5.0, 20.0 mm
pole strength unit lambda: 0.25820 mT m
start x, z: 12.9099, 5.0000 mm
field at start: 30.00 mT
energy: 20.0 eV; pitch: 70.0 deg
energy / rest energy: 3.914e-05
speed: 2652.4102 km/s
gyrofrequency omega: 5.27646e+09 rad/s
gyroperiod: 1.1908 ns
v/omega: 0.5027 mm
gyroradius at start: 0.4724 mm
dt: 40.0 ps; omega dt: 0.21106
one step, start v: (907.1777, 2492.4503, 0.0000) km/s
one step, midpoint x: (12.92809, 0.04985, 5.00000) mm
one step, midpoint B: (29.98413, 0.00000, -0.06121) mT
one step, t: (-0.1054734, -0.0000000, 0.0002153) (no unit)
one step, c: 1.9779954
one step, v': (907.7144, 2492.2550, 262.8871) km/s
one step, |v'|: 2665.4062 km/s
one step, new v: (908.2392, 2437.2187, 519.9488) km/s
one step, new |v|: 2652.4102 km/s
one step, new x: (12.94625, 0.09859, 5.01040) mm
long run: 5000 steps, 200.0 ns
largest relative speed error, Boris: 2.4e-15
final relative speed change, RK4: -2.735e-03
rational steps with exactly equal v^2: 60
x range: 10.357 to 19.375 mm
z range: 2.580 to 6.008 mm
largest B on orbit: 33.823 mT
final y, Boris: -17.852 mm
final y, reference: -17.580 mm
mean y velocity, Boris: -89.26 km/s
largest p_y error / (m v), long run: 3.460e-04
largest e|A-A0|/(m v): 1.9398; bound 1.9397
short run: 20.0 ns
dt 40.0 ps: x error 173.9547 um, p_y error/(m v) 3.44e-04
dt 10.0 ps: x error 10.9631 um, p_y error/(m v) 2.16e-05
dt 5.0 ps: x error 2.7412 um, p_y error/(m v) 5.40e-06
dt 2.5 ps: x error 0.6853 um, p_y error/(m v) 1.35e-06
error ratio 5 to 2.5 ps: x 4.000, p_y 4.000
coarse dt: 1.0 ns; omega dt 5.276
coarse relative speed error: 1.4e-15
coarse position error: 0.971 mm
omega dt 0.2: angle 0.199337 rad, radii/(v/omega) 1.000000, 1.004988
omega dt 2.0: angle 1.570796 rad, radii/(v/omega) 1.000000, 1.414214
uniform E_z: -3000 V/m
E x B drift v_y: -100.00 km/s
uniform E, largest kinetic energy: 0.11371 eV
uniform E, relative energy error: 2.6e-15
non-uniform E gradient: 1.0e+07 V/m^2
non-uniform E, start energy: 5.000 eV
non-uniform E, relative energy error: 4.18e-05
```
